# Scanning Silicon's Direction-Dependent Displacement Threshold When Defect Survival Can Reverse: verification in Python

```python
"""Direction-dependent displacement scans in silicon.

Result under test: survival of a Frenkel pair must be scanned in energy, since
it can reverse as the recoil energy rises; bisection may miss the first window.
E is the struck atom's initial kinetic energy and n its direction.
Units: angstrom, femtosecond, eV; masses in eV fs^2/angstrom^2.
Bulk forces: Stillinger-Weber model. First-principles recoil: disilane,
restricted Hartree-Fock with the 3-21G basis. The two are not interchangeable.
Arrays of positions have shape (3, atoms), with copies of the cell in sequence.
"""
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.spatial import cKDTree
from scipy.stats import binom
from pyscf import gto, scf, lib

lib.num_threads(1)
MASS_UNIT = const.atomic_mass * 1e10 / const.e
BOLTZMANN = const.k / const.e
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10

# Published Stillinger-Weber parameters for silicon
EPS, SIGMA, CUT_RATIO = 2.1683, 2.0951, 1.80
PAIR_A, PAIR_B, LAMBDA, GAMMA = 7.049556277, 0.6022245584, 21.0, 1.20
CUTOFF = SIGMA * CUT_RATIO
SKIN = 0.6
BOND = 2 ** (1 / 6) * SIGMA
LATTICE = 4 * BOND / math.sqrt(3)
CELLS = 3
BOX = CELLS * LATTICE

fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([fcc, fcc + 0.25])
sites = np.vstack([basis + np.array(c)
                   for c in itertools.product(range(CELLS), repeat=3)]) * LATTICE
N = len(sites)


def wrap(points):
    p = np.mod(points, BOX)
    p[p >= BOX] = 0.0
    return p


def pair_term(r):
    """Stillinger-Weber pair energy and its radial derivative."""
    gap = r - CUTOFF
    tail = np.exp(SIGMA / gap)
    core = PAIR_B * (SIGMA / r) ** 4
    energy = EPS * PAIR_A * (core - 1) * tail
    slope = EPS * PAIR_A * tail * (-4 * core / r - (core - 1) * SIGMA / gap**2)
    return energy, slope


class SiliconCells:
    """Forces and energies for several independent periodic cells."""

    def __init__(self, copies):
        self.copies = copies
        self.reference = None

    def update_pairs(self, x):
        if self.reference is not None:
            moved = ((x - self.reference) ** 2).sum(0).max()
            if moved < (0.5 * SKIN) ** 2:
                return
        found = []
        for c in range(self.copies):
            points = wrap(x[:, c * N:(c + 1) * N].T)
            tree = cKDTree(points, boxsize=BOX)
            found.append(tree.query_pairs(CUTOFF + SKIN,
                                          output_type="ndarray") + c * N)
        pairs = np.vstack(found)
        self.left = np.ascontiguousarray(pairs[:, 0])
        self.right = np.ascontiguousarray(pairs[:, 1])
        self.reference = x.copy()

    def evaluate(self, x, want_energy=False):
        self.update_pairs(x)
        total = x.shape[1]
        d = np.take(x, self.right, axis=1) - np.take(x, self.left, axis=1)
        d -= BOX * np.rint(d / BOX)
        r2 = d[0]**2 + d[1]**2 + d[2]**2
        near = np.flatnonzero(r2 < (CUTOFF - 1e-6) ** 2)
        i, j = self.left[near], self.right[near]
        r = np.sqrt(r2[near])
        u = np.take(d, near, axis=1) / r
        phi, dphi = pair_term(r)
        gap = r - CUTOFF
        h = np.exp(GAMMA * SIGMA / gap)
        dh = -GAMMA * SIGMA / gap**2 * h

        def both(w):
            return (np.bincount(i, w, minlength=total)
                    + np.bincount(j, w, minlength=total))

        def opposite(w):
            return (np.bincount(i, w, minlength=total)
                    - np.bincount(j, w, minlength=total))

        hu = h * u
        vector = np.array([opposite(w) for w in hu])
        tensor = np.array([both(hu[a] * u[b]) for a, b in
                           ((0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2))])
        if want_energy:
            trace = tensor[:3].sum(0)
            angular = ((tensor[:3]**2).sum(0) + 2 * (tensor[3:]**2).sum(0)
                       + 2 / 3 * (vector**2).sum(0) + trace**2 / 9
                       - 16 / 9 * both(h**2))
            atom_energy = 0.5 * both(phi) + 0.5 * EPS * LAMBDA * angular
            return atom_energy.reshape(self.copies, N).sum(1)
        t = np.take(tensor, i, axis=1) + np.take(tensor, j, axis=1)
        w = np.take(vector, i, axis=1) - np.take(vector, j, axis=1)
        tu = np.array([t[0]*u[0] + t[3]*u[1] + t[4]*u[2],
                       t[3]*u[0] + t[1]*u[1] + t[5]*u[2],
                       t[4]*u[0] + t[5]*u[1] + t[2]*u[2]])
        utu, uw = (u * tu).sum(0), (u * w).sum(0)
        trace = t[0] + t[1] + t[2]
        half = 0.5 * EPS * LAMBDA
        radial = dphi + half * (
            dh * (2*utu + 4*uw/3 + 2*trace/9 - 64*h/9)
            - h / r * (4*utu + 4*uw/3))
        gradient = radial * u + half * h / r * (4*tu + 4*w/3)
        return np.array([opposite(g) for g in gradient])

    def energy(self, x):
        return self.evaluate(x, True)


def verlet(x, v, f, mass, dt, force):
    v = v + 0.5 * dt * f / mass
    x = x + dt * v
    f = force(x)
    return x, v + 0.5 * dt * f / mass, f


def vacancies(points, tree):
    owner = tree.query(wrap(points))[1]
    return N - len(np.unique(owner))


# ---- Bulk force model: energy, explicit triplets and finite differences
single = SiliconCells(1)
perfect_energy = single.energy(sites.T)[0]
assert abs(perfect_energy / N + 2 * EPS) < 1e-5
rng = np.random.default_rng(12)
distorted = sites.T + rng.normal(0, 0.18, (3, N))
moment_energy = single.energy(distorted)[0]
explicit_energy = 0.0
for atom in range(N):
    d = distorted.T - distorted[:, atom]
    d -= BOX * np.rint(d / BOX)
    r = np.linalg.norm(d, axis=1)
    near = np.flatnonzero((r > 0) & (r < CUTOFF - 1e-6))
    explicit_energy += 0.5 * pair_term(r[near])[0].sum()
    for j, k in itertools.combinations(near, 2):
        cosine = d[j] @ d[k] / (r[j] * r[k])
        explicit_energy += EPS * LAMBDA * (cosine + 1 / 3)**2 * math.exp(
            GAMMA * SIGMA * (1 / (r[j] - CUTOFF) + 1 / (r[k] - CUTOFF)))
assert abs(moment_energy - explicit_energy) < 1e-7
force = single.evaluate(distorted)
force_error = 0.0
for atom, axis in ((0, 0), (17, 1), (101, 2), (215, 0)):
    values = []
    for sign in (1, -1):
        trial = distorted.copy()
        trial[axis, atom] += sign * 1e-4
        values.append(single.energy(trial)[0])
    numeric = -(values[0] - values[1]) / 2e-4
    force_error = max(force_error, abs(numeric - force[axis, atom]))
assert force_error < 1e-4

# ---- Site symmetry: one image per generic direction, and unequal opposites
operations = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        if math.prod(signs) == 1:
            matrix = np.zeros((3, 3))
            matrix[np.arange(3), order] = signs
            operations.append(matrix)
random_directions = rng.normal(size=(2000, 3))
images = np.einsum("gab,nb->gna", np.array(operations), random_directions)
inside = ((images[:, :, 0] > images[:, :, 1])
          & (images[:, :, 1] > abs(images[:, :, 2])))
assert np.all(inside.sum(0) == 1)


def displaced_energy(direction):
    x = sites.T.copy()
    x[:, 0] += 0.6 * np.array(direction) / np.linalg.norm(direction)
    return single.energy(x)[0] - perfect_energy


toward, equivalent, away = [displaced_energy(n) for n in
                            ((1, 1, 1), (1, -1, -1), (-1, -1, -1))]
assert abs(toward - equivalent) < 1e-8 and abs(toward - away) > 0.01

# ---- Defect counter on known arrangements
site_tree = cKDTree(sites, boxsize=BOX)
known = sites.copy()
known[0] = 1.5 * LATTICE
assert vacancies(known, site_tree) == 1
known = sites.copy()
known[[0, 1]] = known[[1, 0]]
assert vacancies(known, site_tree) == 0

# ---- Minimal reversal model: unit mass, damping, V=(x^2-1)^2
damping = 0.002
grid_step = 4e-5
launch = 1 + grid_step * (np.arange(500) + 0.5)
state = np.array([-np.ones_like(launch), np.sqrt(2 * launch)])


def damped_rate(s):
    return np.array([s[1], -4*s[0]*(s[0]**2 - 1) - damping*s[1]])


dt_model = 0.02
for _ in range(4000):
    a = damped_rate(state)
    b = damped_rate(state + 0.5 * dt_model * a)
    c = damped_rate(state + 0.5 * dt_model * b)
    d = damped_rate(state + dt_model * c)
    state = state + dt_model * (a + 2*b + 2*c + d) / 6
assert np.all(0.5*state[1]**2 + (state[0]**2 - 1)**2 < 1)
right_well = state[0] > 0
changes = np.flatnonzero(right_well[1:] != right_well[:-1]) + 1
edges = launch[changes] - 0.5 * grid_step
first_formula = 1 + damping * math.sqrt(2) * (2*math.sqrt(2) - 1) / 3
width_formula = 8 * damping / 3
assert len(edges) >= 3
assert abs(edges[0] - first_formula) < 1.5 * grid_step
assert np.all(abs(np.diff(edges[:3]) / width_formula - 1) < 0.05)
low = 0
high = int(np.searchsorted(launch, first_formula + 2.75 * width_formula))
assert not right_well[low] and right_well[high]
while high - low > 1:
    middle = (low + high) // 2
    if right_well[middle]:
        high = middle
    else:
        low = middle
assert high == changes[2]

# ---- First-principles recoil in disilane
def disilane(separation):
    atoms = [[0, 0, -separation / 2], [0, 0, separation / 2]]
    for side, twist in ((-1, 0), (1, math.pi / 3)):
        for k in range(3):
            angle = twist + 2 * math.pi * k / 3
            radius = 1.48 * math.sqrt(8) / 3
            atoms.append([radius * math.cos(angle), radius * math.sin(angle),
                          side * (separation / 2 + 1.48 / 3)])
    return np.array(atoms)


symbols = ["Si", "Si"] + ["H"] * 6
start_geometry = disilane(BOND)
molecule = gto.M(atom=list(zip(symbols, start_geometry.tolist())),
                 basis="3-21g", unit="Angstrom", verbose=0)
field = scf.RHF(molecule)
field.conv_tol = 1e-9
scanner = field.nuc_grad_method().as_scanner()
molecule_mass = molecule.atom_mass_list(isotope_avg=True) * MASS_UNIT
silicon_mass = molecule_mass[0]
last_energy = [0.0]


def quantum_force(x):
    moved = molecule.set_geom_(x.T, unit="Angstrom", inplace=False)
    energy, gradient = scanner(moved)
    last_energy[0] = energy * HARTREE
    return -gradient.T * HARTREE / BOHR


squeezed = 1.70
quantum_force(disilane(squeezed).T)
compressed_energy = last_energy[0]
x = start_geometry.T.copy()
f = quantum_force(x)
quantum_rise = compressed_energy - last_energy[0]
model_rise = pair_term(squeezed)[0] - pair_term(BOND)[0]
quantum_recoil = 20.0
v = np.zeros_like(x)
v[2, 0] = math.sqrt(2 * quantum_recoil / silicon_mass)
quantum_start = last_energy[0] + quantum_recoil
quantum_drift = 0.0
quantum_dt, quantum_steps = 0.5, 16
for _ in range(quantum_steps):
    x, v, f = verlet(x, v, f, molecule_mass, quantum_dt, quantum_force)
    total = last_energy[0] + 0.5 * (molecule_mass * v**2).sum()
    quantum_drift = max(quantum_drift, abs(total - quantum_start))
quantum_distance = np.linalg.norm(x[:, 0] - x[:, 1])
values = []
for sign in (1, -1):
    trial = x.copy()
    trial[2, 0] += sign * 0.003
    quantum_force(trial)
    values.append(last_energy[0])
quantum_force_error = abs(-(values[0] - values[1]) / 0.006 - f[2, 0])
assert quantum_drift < 0.2
assert quantum_force_error < 0.02

# ---- Thermal starting states for the bulk scan
repeats = 2
thermal = SiliconCells(repeats)
x_thermal = np.tile(sites.T, repeats)
v_thermal = rng.normal(0, math.sqrt(BOLTZMANN * 600 / silicon_mass),
                       (3, repeats, N))
v_thermal -= v_thermal.mean(axis=2, keepdims=True)
v_thermal = v_thermal.reshape(3, -1)
f_thermal = thermal.evaluate(x_thermal)
temperatures = []
for step in range(120):
    x_thermal, v_thermal, f_thermal = verlet(
        x_thermal, v_thermal, f_thermal, silicon_mass, 2.0, thermal.evaluate)
    if step >= 60:
        temperatures.append(silicon_mass * (v_thermal**2).sum()
                            / (3 * repeats * (N - 1) * BOLTZMANN))

# ---- Energy scans: same thermal states at every energy and direction
energies = np.arange(10.0, 39.0, 4.0)
directions = {"[111]": (1, 1, 1), "[-1-1-1]": (-1, -1, -1),
              "[100]": (1, 0, 0)}
copies = repeats * len(energies)
follow_time = 300.0
survival, stored, drifts = {}, {}, []
for name, direction in directions.items():
    unit = np.array(direction) / np.linalg.norm(direction)
    shape = (3, repeats, len(energies), N)
    x = np.broadcast_to(x_thermal.reshape(3, repeats, 1, N), shape).copy()
    v = np.broadcast_to(v_thermal.reshape(3, repeats, 1, N), shape).copy()
    for e, recoil in enumerate(energies):
        v[:, :, e, 0] = math.sqrt(2 * recoil / silicon_mass) * unit[:, None]
    x, v = x.reshape(3, -1), v.reshape(3, -1)
    bulk = SiliconCells(copies)

    def total_energy():
        kinetic = 0.5 * silicon_mass * (v**2).sum(0)
        return bulk.energy(x) + kinetic.reshape(copies, N).sum(1)

    initial = total_energy()
    f = bulk.evaluate(x)
    elapsed = 0.0
    while elapsed < follow_time - 1e-9:
        fastest = math.sqrt((v**2).sum(0).max())
        dt = min(1.5, 0.05 / fastest, follow_time - elapsed)
        x, v, f = verlet(x, v, f, silicon_mass, dt, bulk.evaluate)
        elapsed += dt
    drifts.append(abs(total_energy() - initial).max())
    # Quench: discard each velocity component that points uphill
    v = np.zeros_like(v)
    for _ in range(100):
        x, v, f = verlet(x, v, f, silicon_mass, 3.0, bulk.evaluate)
        v[v * f < 0] = 0.0
    stored[name] = (bulk.energy(x) - perfect_energy).reshape(repeats, -1)
    final = x.reshape(3, copies, N)
    final = final - (final - sites.T[:, None, :]).mean(axis=2, keepdims=True)
    counts = [vacancies(final[:, c].T, site_tree) for c in range(copies)]
    survival[name] = np.array(counts).reshape(repeats, -1) > 0

assert max(drifts) < 0.3
all_survival = np.array([survival[n] for n in directions])
all_stored = np.array([stored[n] for n in directions])
assert all_survival.any() and not all_survival.all()
# A vacancy found geometrically must also cost energy after quenching.
assert np.all(all_stored[all_survival] > 0.5)

# ---- Repeats needed when no survivor is seen
alpha, target = 0.05, 0.10
needed = math.ceil(math.log(alpha) / math.log(1 - target))
search = next(m for m in range(1, 200) if binom.cdf(0, m, target) <= alpha)
assert needed == search
upper = 1 - alpha ** (1 / repeats)
assert abs(binom.cdf(0, repeats, upper) - alpha) < 1e-12

# ---- Results
print(f"Bulk model lattice constant: {LATTICE:.4f} angstrom; atoms: {N}")
print(f"Bulk model energy per atom: {perfect_energy/N:.4f} eV")
print(f"Moment minus triplet energy: {moment_energy-explicit_energy:.1e} eV")
print(f"Largest bulk force error: {force_error:.1e} eV/angstrom")
print(f"0.6 angstrom displacement, [111]: {toward:.3f} eV")
print(f"0.6 angstrom displacement, [-1-1-1]: {away:.3f} eV")
print(f"Reversal model damping: {damping:.3f} (model units)")
print("Computed first three edges:", np.round(edges[:3], 5), "(model units)")
print(f"Formula first edge: {first_formula:.5f} (model units)")
print(f"Formula edge spacing: {width_formula:.5f} (model units)")
print(f"Bisection result: {launch[high]:.5f} (model units)")
print(f"Disilane RHF/3-21G recoil energy: {quantum_recoil:.1f} eV")
print(f"Disilane recoil time: {quantum_dt*quantum_steps:.1f} fs")
print(f"Si-Si distance, start: {BOND:.3f} angstrom")
print(f"Si-Si distance, end: {quantum_distance:.3f} angstrom")
print(f"Disilane largest energy error: {quantum_drift:.4f} eV")
print(f"Disilane force error: {quantum_force_error:.1e} eV/angstrom")
print(f"Rigid compression to {squeezed:.2f} angstrom, RHF: "
      f"{quantum_rise:.2f} eV")
print(f"Same compression, bulk-model pair term: {model_rise:.2f} eV")
print(f"Mean starting temperature: {np.mean(temperatures):.0f} K")
print(f"Observation time before quench: {follow_time:.0f} fs")
print("Recoil energies:", energies.astype(int), "eV")
for name, direction in directions.items():
    s = survival[name]
    orbit = {tuple(np.rint(g @ direction).astype(int)) for g in operations}
    print(f"{name}: equivalent directions {len(orbit)}")
    for k in range(repeats):
        print(f"  repeat {k+1}, survival (1=yes):", s[k].astype(int))
        print("    stored energy:", np.round(stored[name][k], 1), "eV")
    seen, recovered = energies[s.any(0)], energies[(~s).any(0)]
    lowest = f"{seen.min():.0f} eV" if len(seen) else "none sampled"
    highest = f"{recovered.max():.0f} eV" if len(recovered) else "none sampled"
    reversals = int((s[:, :-1] & ~s[:, 1:]).sum())
    print(f"  lowest survivor: {lowest}; highest recovery: {highest}")
    print(f"  survival-to-recovery reversals: {reversals}")
hidden = int(((all_stored > 1) & ~all_survival).sum())
print(f"Runs storing over 1 eV without an empty site: {hidden}")
print(f"Largest bulk energy drift: {max(drifts):.3f} eV")
print(f"95% upper survival limit after 0 of {repeats}: {upper:.3f}")
print(f"Repeats for a {target:.2f} upper limit: {needed}")
print("no test failed")
```

Output:

```
Bulk model lattice constant: 5.4309 angstrom; atoms: 216
Bulk model energy per atom: -4.3366 eV
Moment minus triplet energy: 1.1e-12 eV
Largest bulk force error: 3.2e-08 eV/angstrom
0.6 angstrom displacement, [111]: 4.702 eV
0.6 angstrom displacement, [-1-1-1]: 1.956 eV
Reversal model damping: 0.002 (model units)
Computed first three edges: [1.00172 1.00712 1.01256] (model units)
Formula first edge: 1.00172 (model units)
Formula edge spacing: 0.00533 (model units)
Bisection result: 1.01258 (model units)
Disilane RHF/3-21G recoil energy: 20.0 eV
Disilane recoil time: 8.0 fs
Si-Si distance, start: 2.352 angstrom
Si-Si distance, end: 1.619 angstrom
Disilane largest energy error: 0.0111 eV
Disilane force error: 4.7e-04 eV/angstrom
Rigid compression to 1.70 angstrom, RHF: 6.09 eV
Same compression, bulk-model pair term: 4.33 eV
Mean starting temperature: 313 K
Observation time before quench: 300 fs
Recoil energies: [10 14 18 22 26 30 34 38] eV
[111]: equivalent directions 4
  repeat 1, survival (1=yes): [0 0 0 1 1 1 1 1]
    stored energy: [0.  0.  0.  6.8 6.8 6.8 6.8 7.1] eV
  repeat 2, survival (1=yes): [0 0 0 1 0 1 1 1]
    stored energy: [0.  0.  0.  6.9 3.2 5.8 6.1 7. ] eV
  lowest survivor: 22 eV; highest recovery: 26 eV
  survival-to-recovery reversals: 1
[-1-1-1]: equivalent directions 4
  repeat 1, survival (1=yes): [0 0 1 1 1 1 1 1]
    stored energy: [0.  0.  6.6 7.1 6.9 7.1 6.4 6.3] eV
  repeat 2, survival (1=yes): [0 0 0 1 1 1 1 1]
    stored energy: [0.  0.  3.1 6.4 6.4 6.4 7.1 7.1] eV
  lowest survivor: 18 eV; highest recovery: 18 eV
  survival-to-recovery reversals: 0
[100]: equivalent directions 6
  repeat 1, survival (1=yes): [0 0 0 1 1 1 1 1]
    stored energy: [0.  0.  0.  7.  6.3 7.1 7.2 6.5] eV
  repeat 2, survival (1=yes): [0 0 0 0 1 1 1 1]
    stored energy: [0.  0.  0.  3.1 6.8 6.3 6.6 8.3] eV
  lowest survivor: 22 eV; highest recovery: 22 eV
  survival-to-recovery reversals: 0
Runs storing over 1 eV without an empty site: 3
Largest bulk energy drift: 0.023 eV
95% upper survival limit after 0 of 2: 0.776
Repeats for a 0.10 upper limit: 29
no test failed
```
